# Seventh-Power Neck Growth by Surface Diffusion in the Fillet Model, part 1

(Sections cited here and not found follow in the second part.)

## The fillet model and its seventh power

Two equal spheres of radius \(a\) touch at a point and are joined by a neck of radius \(x\). If surface diffusion is the sole transport process, and if the neck is described by the small circular fillet defined below, its radius obeys

\[
x^7=56\,B a^3t,\qquad
B=\frac{D_s\gamma\Omega^{4/3}}{k_BT},\qquad x\ll a .
\tag{1}
\]

Here \(D_s\) is the surface diffusivity, \(\gamma\) the surface energy per unit area, \(\Omega\) the volume per atom, \(T\) the temperature and \(k_B\) Boltzmann's constant. Time starts at \(x=0\). The geometric approximation is that the fillet has radius

\[
\rho\simeq\frac{x^2}{2a}\ll x .
\tag{2}
\]

Equation (1) is a result of a model. Besides (2), it uses an estimate of the distance over which the curvature changes. That estimate fixes the coefficient 56, and its proportionality to \(x^2\) is needed for the power 7. The second half compares the model with a direct solution of the surface-diffusion equation, which gives a much smaller coefficient.

The solid is taken to be isotropic, so that \(\gamma\) and \(D_s\) do not depend on the orientation of the surface. The temperature is uniform. Any grain boundary across the neck is given no energy and carries no atoms. The sphere centres then stay a distance \(2a\) apart, because bringing them closer would require material to leave the contact plane.

The driving force comes from the change of surface area when an atom is added. Consider a small patch of surface with principal radii of curvature \(R_1\) and \(R_2\), counted positive when the solid is convex. Let the patch move outward by a small distance \(\delta\). Its two side lengths grow by the factors \(1+\delta/R_1\) and \(1+\delta/R_2\), so its area \(A\) becomes

\[
A\left(1+\frac{\delta}{R_1}\right)\left(1+\frac{\delta}{R_2}\right)
=A+A\delta\left(\frac1{R_1}+\frac1{R_2}\right)+O(\delta^2).
\]

The added volume is \(A\delta\) to leading order. The change of area per added volume is therefore

\[
K=\frac1{R_1}+\frac1{R_2}.
\]

An added atom brings the volume \(\Omega\), and the surface energy changes by \(\gamma\Omega K\). Relative to a flat surface, the chemical potential is

\[
\mu=\gamma\Omega K .
\tag{3}
\]

A sphere of radius \(a\) has \(K=2/a\). This agrees with the direct ratio of its area change to its volume change, \(8\pi a\,da/(4\pi a^2da)=2/a\). A concave surface can have negative \(K\), and atoms there have a lower chemical potential than on a flat surface.

Let \(s\) be the distance along the surface in a plane containing the axis through the two centres. The surface carries one mobile atom per area \(\Omega^{2/3}\), so the number of mobile atoms per area is \(\Omega^{-2/3}\). This is a convention that fixes what \(D_s\) means. If another density of mobile atoms is used, the product of density and diffusivity must be kept the same.

A force \(-\partial\mu/\partial s\) on an atom of mobility \(D_s/(k_BT)\) gives it the drift speed \(-(D_s/k_BT)\,\partial\mu/\partial s\). The number crossing a unit length of line per unit time is the density times this speed:

\[
j=-\frac{D_s\Omega^{-2/3}}{k_BT}\frac{\partial\mu}{\partial s}.
\]

Multiplication by \(\Omega\) turns the number of atoms into a volume. With (3), the volume flux per unit length of line is

\[
q=\Omega j
=-\frac{D_s\Omega^{1/3}}{k_BT}\,\gamma\Omega\,
\frac{\partial K}{\partial s}
=-B\frac{\partial K}{\partial s}.
\tag{4}
\]

The dimensions confirm the definition of \(B\). The flux \(q\) is a volume per length and time, or length squared per time, while \(\partial K/\partial s\) is an inverse length squared. Hence \(B\) has the dimension length to the fourth power per time.

The coefficient in (4) has been treated as constant. This is a linear approximation, since the density of mobile atoms itself depends on \(\mu/(k_BT)\). At the fillet, \(|K|\) is about \(1/\rho\), so the approximation needs

\[
\frac{\gamma\Omega}{k_BT\rho}\ll1 .
\tag{5}
\]

It must fail in the earliest growth, because \(\rho\) tends to zero with \(x\). Thus (1) describes necks that are small compared with the spheres and yet large enough for (5) to hold.

The full equation of motion follows from conservation of volume. A ring of surface at distance \(r\) from the axis has circumference \(2\pi r\). Between \(s\) and \(s+ds\), the inflow minus the outflow is \(-\partial(2\pi r q)/\partial s\,ds\). If the surface moves outward at normal speed \(v_n\), the ring gains volume at the rate \(2\pi r v_n\,ds\). Equating the two gives

\[
v_n=-\frac1r\frac{\partial(rq)}{\partial s}
=B\,\frac1r\frac{\partial}{\partial s}
\left(r\frac{\partial K}{\partial s}\right).
\tag{6}
\]

Equation (6) determines the whole shape. The fillet model replaces that shape by a circular arc and follows just one number, \(x\).

To construct the arc, put the contact point at the origin and let \(z\) run along the axis. The upper sphere has its centre at \((r,z)=(0,a)\). By symmetry, the centre of the fillet lies in the plane \(z=0\), outside the solid. The narrowest point of the neck is \((x,0)\), so the fillet centre is at \((x+\rho,0)\).

The circles of radii \(a\) and \(\rho\) touch from outside, and the distance between their centres is \(a+\rho\). Pythagoras' theorem gives

\[
(a+\rho)^2=a^2+(x+\rho)^2 .
\]

Expanding both sides,

\[
a^2+2a\rho+\rho^2=a^2+x^2+2x\rho+\rho^2 .
\]

The terms \(a^2\) and \(\rho^2\) cancel. Collecting \(\rho\) on the left gives \(2(a-x)\rho=x^2\), and hence

\[
\rho=\frac{x^2}{2(a-x)} .
\tag{7}
\]

For \(x\ll a\), the denominator becomes \(2a\), which is (2). The ratio \(\rho/x\simeq x/(2a)\) is then small as well. The neck is a narrow groove wrapped around a comparatively wide disc.

The same length appears in the undisturbed gap. Near the contact, the upper sphere has height

\[
z=a-\sqrt{a^2-r^2}
=\frac{r^2}{2a}+O\!\left(\frac{r^4}{a^3}\right).
\]

At \(r=x\), half the gap between the spheres is therefore \(x^2/(2a)\). The fillet radius is half the local gap width, as expected for a circular arc that closes the end of a narrow slot.

The fillet has two principal curvatures at its narrowest point. In the plane containing the axis, its centre of curvature lies outside the solid, which gives \(-1/\rho\). Around the neck, the surface is convex and has radius \(x\), which gives \(+1/x\). Therefore

\[
K_{\rm neck}=-\frac1\rho+\frac1x ,\qquad
K_{\rm sphere}=\frac2a .
\]

The curvature difference that drives atoms into the neck is

\[
\Delta K=K_{\rm sphere}-K_{\rm neck}
=\frac1\rho-\frac1x+\frac2a
\simeq\frac1\rho .
\tag{8}
\]

The second term is smaller than the first by \(\rho/x\simeq x/(2a)\), and the third by \(2\rho/a\simeq x^2/a^2\). Since \(K\) rises from the neck to the sphere, (4) gives a flux from the sphere towards the neck.

The volume to be supplied is found next. At radius \(r\), the full gap between the spheres is twice \(r^2/(2a)\), or \(r^2/a\). Filling it from the axis to \(r=x\) takes the volume

\[
V\simeq\int_0^x 2\pi r\,\frac{r^2}{a}\,dr
=\frac{2\pi}{a}\int_0^x r^3\,dr
=\frac{\pi x^4}{2a}.
\tag{9}
\]

There is a further volume between \(r=x\) and the lines where the fillet touches the spheres. That region has circumference of order \(x\) and a cross-section of order \(\rho^2\). Its volume is of order \(x\rho^2\sim x^5/a^2\), smaller than (9) by a factor of order \(x/a\). To leading order, differentiation of (9) gives

\[
\frac{dV}{dt}=\frac{2\pi x^3}{a}\frac{dx}{dt}.
\tag{10}
\]

It remains to estimate the flux. Atoms enter the fillet from both spheres, across two lines of radius about \(x+\rho\simeq x\). Their total length is \(2\times2\pi x=4\pi x\). The model assumes that the curvature difference \(1/\rho\) is spread over the distance \(\rho\), so the magnitude of the gradient is

\[
\left|\frac{\partial K}{\partial s}\right|
\simeq\frac{\Delta K}{\rho}\simeq\frac1{\rho^2}.
\tag{11}
\]

This is the closure of the model, meaning the assumption that turns a shape equation into an equation for \(x\) alone. A circular fillet joined to a perfect sphere does not supply this gradient by itself. Near its narrowest part the arc has nearly constant curvature, and the curvature jumps where the arc meets the sphere. Surface diffusion would smooth that jump. Equation (11) assigns the smoothed region a width \(\rho\).

The rate at which volume enters the neck is the line length times the flux \(B/\rho^2\):

\[
\frac{dV}{dt}=\frac{4\pi xB}{\rho^2}.
\]

Substituting \(\rho=x^2/(2a)\), for which \(1/\rho^2=4a^2/x^4\), gives

\[
\frac{dV}{dt}
=4\pi xB\,\frac{4a^2}{x^4}
=\frac{16\pi a^2B}{x^3}.
\tag{12}
\]

Equating (10) and (12),

\[
\frac{2\pi x^3}{a}\frac{dx}{dt}
=\frac{16\pi a^2B}{x^3}.
\]

Multiplication by \(ax^3/(2\pi)\) separates the variables:

\[
x^6\frac{dx}{dt}=8Ba^3 .
\tag{13}
\]

Integration from \(x=0\) at \(t=0\) gives \(x^7/7=8Ba^3t\), and multiplication by 7 gives (1). If the neck already has radius \(x_0\) at \(t=0\), the same integration gives

\[
x^7-x_0^7=56Ba^3t .
\tag{14}
\]

The initial radius is soon unimportant in this model. When the neck has doubled its radius, \(x_0^7\) is \(1/128\) of \(x^7\).

The origin of the seventh power can be seen without the factors. Let the end of the slot have the single local length \(w=x^2/(2a)\), and let its speed depend on nothing but \(w\) and \(B\). Since \(B\) has dimension length\(^4\)/time, the speed must be

\[
\frac{dx}{dt}=c\,\frac{B}{w^3}
=8c\,\frac{Ba^3}{x^6},
\tag{15}
\]

with a dimensionless number \(c\). If \(c\) is constant, integration gives \(x^7=56cBa^3t\). The closure (11) has \(c=1\). If the diffusion distance is instead \(\beta\rho\), with a constant \(\beta\), the flux is divided by \(\beta\) and \(c=1/\beta\). For example, taking the quarter-circle length \(\pi\rho/2\) as the distance gives the coefficient \(56/(\pi/2)\simeq36\). The power stays 7 because this distance is still proportional to \(x^2\).

A distance that varies differently changes the power. Suppose that the driving difference remains \(1/\rho\), but the curvature changes over a distance \(\eta x\), with constant \(\eta\). The volume balance is then

\[
\frac{2\pi x^3}{a}\frac{dx}{dt}
=4\pi xB\,\frac1\rho\,\frac1{\eta x}
=\frac{8\pi Ba}{\eta x^2}.
\]

Multiplying by \(ax^2/(2\pi)\) gives \(x^5dx/dt=4Ba^2/\eta\), and therefore

\[
x^6=\frac{24}{\eta}\,Ba^2t .
\tag{16}
\]

This sixth-power law is another closure and has not been derived from (6). It shows that a measured or computed power tests the assumed diffusion distance as well as the transport process.

Equation (1) also shows how growth depends on size. At a fixed ratio \(x/a\), the time is

\[
t=\frac{a^4}{56B}\left(\frac{x}{a}\right)^7 .
\tag{17}
\]

Doubling the sphere radius makes this time 16 times longer. The factor \(a^4\) is more general than the fillet model. If all lengths in (6) are multiplied by \(\lambda\), the left side is multiplied by \(\lambda\) divided by the time factor, and the right side by \(\lambda^{-3}\). The equation keeps its form when time is multiplied by \(\lambda^4\). Geometrically similar starting shapes therefore evolve through similar shapes in times proportional to \(a^4\), whatever the power of \(x\) may be.

The high power makes the neck radius insensitive to the material constants. At fixed \(a\) and \(t\), a doubling of \(B\) raises \(x\) by \(2^{1/7}\simeq1.10\). The reverse also holds. A 10% error in a measured \(x\) changes the value of \(B\) inferred from (1) by the factor \(1.1^7\simeq1.95\).

## Finite necks, undercutting and a copper example

The symbols are those of the first half: \(a\) is the sphere radius, \(x\) the neck radius, \(\rho\) the fillet radius and \(B=D_s\gamma\Omega^{4/3}/(k_BT)\) the surface transport coefficient. Total curvature \(K\) is positive for a sphere. The fillet model uses \(\rho\simeq x^2/(2a)\), a neck volume \(V\simeq\pi x^4/(2a)\), and the diffusion distance \(\rho\). It gives \(x^7=56Ba^3t\). The full shape equation is

\[
v_n=B\,\frac1r\frac{\partial}{\partial s}
\left(r\frac{\partial K}{\partial s}\right),
\tag{18}
\]

where \(v_n\) is the outward normal speed, \(r\) the distance from the axis and \(s\) the distance along the profile.

The first correction to the small-neck geometry can be found within the fillet model. Let \(\epsilon=x/a\), and measure lengths in units of \(a\) for this calculation. Tangency gives

\[
\rho=\frac{\epsilon^2}{2(1-\epsilon)}
=\frac{\epsilon^2}{2}(1+\epsilon+\cdots).
\]

At height \(z\), the fillet lies at radius \(R=\epsilon+\rho-\sqrt{\rho^2-z^2}\), while the sphere has \(r^2=2z-z^2\). The added volume is \(2\pi\) times the integral of \(R^2-r^2\) over the upper half of the fillet: a factor \(\pi\) comes from the area of each disc and a factor 2 from the two halves. To the first correction in \(\epsilon\), the upper limit may be taken as \(\rho\), and the terms \(z^2\) in \(r^2\) and \((\rho-\sqrt{\rho^2-z^2})^2\) in \(R^2\) may be dropped, since each contributes only at order \(\rho^3\sim\epsilon^6\). Then

\[
\frac{V}{2\pi}\simeq\int_0^\rho
\left[\epsilon^2+2\epsilon\left(\rho-\sqrt{\rho^2-z^2}\right)
-2z\right]dz .
\]

The square-root integral is the area of a quarter circle, \(\pi\rho^2/4\). Therefore

\[
\frac{V}{2\pi}\simeq
\epsilon^2\rho-\rho^2
+2\epsilon\rho^2\left(1-\frac\pi4\right).
\]

The first two terms give

\[
\epsilon^2\rho-\rho^2
\simeq\frac{\epsilon^4}{2}(1+\epsilon)
-\frac{\epsilon^4}{4}(1+2\epsilon)
=\frac{\epsilon^4}{4},
\]

since their terms in \(\epsilon^5\) cancel. In the last term, \(\rho^2\simeq\epsilon^4/4\). Hence

\[
V\simeq\frac{\pi\epsilon^4}{2}(1+b\epsilon),
\qquad b=2-\frac\pi2\simeq0.43 .
\tag{19}
\]

At \(\epsilon=0.001\), integration over the full fillet profile gives 1.00043 times the leading volume, in agreement with (19).

The growth time follows from \(dt/dx=(dV/dx)\rho/(4\pi xB\,\Delta K)\), where \(\Delta K\) is the curvature difference between sphere and neck. The total length of the lines where atoms enter is kept at \(4\pi x\), as in the model. Three corrections then enter. Differentiating (19) gives

\[
\frac{dV}{d\epsilon}
=2\pi\epsilon^3\left(1+\frac{5b}{4}\epsilon\right).
\]

The fillet model has given the seventh-power law with coefficient 56, and the first finite-neck correction to the neck volume has been found. It remains to complete the correction to the growth time, compare the model with a direct solution of the surface-diffusion equation, and apply the results to copper spheres.
